# Why Dense Metal Cascades Keep Fewer Defects Than Displacement Counts Predict

**Question.** An implanted ion sets off a collision cascade in a metal, and a displacement count converts the damage energy into a number of vacancy–interstitial pairs. Why are fewer pairs left when the cascade has cooled, why is the shortfall larger in a dense cascade, and how large is it?

## The mechanism

The usual count is a convention. With damage energy \(T_d\), the energy available for displacing atoms, and threshold \(E_d\), it assigns

\[
N=\frac{0.8\,T_d}{2E_d}
\]

Frenkel pairs, each a vacancy and an interstitial. This expression contains neither the distances between the defects nor the cooling history, so it cannot tell a compact cascade from a spread-out one.

A vacancy and an interstitial that come close enough annihilate, and the lattice is locally repaired. This happens in two ways. Some unlike defects are created so close together that they recombine without thermal activation; I call this contact recombination. Others start farther apart and meet because interstitials diffuse while the cascade is hot. Cooling therefore explains part of the loss, not all of it.

Nearness alone does not explain the effect of density. If each interstitial could recombine only with the vacancy created with it, and the distribution of their separations and the cooling history were fixed, the surviving fraction would be the same in a dense and in a dilute cascade. Density matters because an interstitial can also meet a foreign vacancy, one created with another interstitial. Packing the pairs together brings foreign vacancies within reach.

To quantify this, take immobile vacancies and isotropically diffusing interstitials, and let an unlike pair annihilate when its separation reaches \(R\). Clustering, elastic drift, and loss to surfaces or dislocations are left out, and so are melting and recrystallisation of the core. This is a model of point defects in a solid. Lengths are in nm, times in ps, energies in eV and temperatures in K, because atomic units are unnatural on these scales.

## How cooling limits the motion

Let the deposited heat begin as a Gaussian of width \(s_T\) along each axis, in a metal of thermal diffusivity \(\chi\). Along one axis the normalized profile of variance \(\sigma^2\) is \(G\propto\sigma^{-1}e^{-x^2/2\sigma^2}\), and differentiation gives

\[
\frac{\partial G}{\partial(\sigma^2)}
=\frac12\left(\frac{x^2}{\sigma^4}-\frac1{\sigma^2}\right)G
=\frac12\frac{\partial^2G}{\partial x^2}.
\]

Hence \(G\) obeys \(\partial_tG=\chi\,\partial_x^2G\) if \(d\sigma^2/dt=2\chi\), that is, if

\[
\sigma^2=s_T^2+2\chi t=s_T^2\left(1+\frac t{t_0}\right),
\qquad t_0=\frac{s_T^2}{2\chi}.
\]

The product over three axes has a central value proportional to \(\sigma^{-3}\), so the central temperature above an ambient \(T_a\) is

\[
T(t)=T_a+\Delta T\left(1+\frac t{t_0}\right)^{-3/2}.
\]

With heat capacity \(3k_B\) per atom and atomic density \(n_a\), integrating the initial profile over space gives the deposited energy:

\[
3k_Bn_a\,\Delta T\,(2\pi s_T^2)^{3/2}=T_d .
\]

I use the central temperature for every interstitial. This overstates the mobility away from the centre, where the Gaussian profile is cooler. The cooling losses found below are therefore high estimates for this heat pulse, and the surviving numbers are low estimates.

The interstitial diffusivity is \(D=D_0e^{-E_m/k_BT}\), with migration energy \(E_m\). During \(dt\) each coordinate gains variance \(2D\,dt\). Whether a path reaches a vacancy depends on the path, not on the speed at which it is traversed. The cooling history therefore enters only through the diffusion clock

\[
\Lambda=\int D(T(t))\,dt ,
\]

which has the dimension of area. As a function of \(\Lambda\), the motion is Brownian with unit diffusivity.

## How recombination depends on distance

Let \(Q(r,\Lambda)\) be the probability that an isolated unlike pair, initially at separation \(r\), has recombined by clock value \(\Lambda\). Consider a first small displacement \(\boldsymbol\xi\) during clock interval \(\delta\). It has zero mean and \(\langle\xi_i\xi_j\rangle=2\delta\,\delta_{ij}\), so to first order in \(\delta\)

\[
Q(r,\Lambda+\delta)=\langle Q(|\mathbf r+\boldsymbol\xi|,\Lambda)\rangle
=Q+\delta\,\nabla^2Q .
\]

Thus \(\partial_\Lambda Q=\nabla^2Q\) for \(r>R\), with \(Q(R,\Lambda)=1\) and \(Q(r,0)=0\). For a spherical function \(\nabla^2Q=r^{-1}\partial_r^2(rQ)\), so \(u=rQ\) satisfies

\[
\partial_\Lambda u=\partial_r^2u,\qquad u(R,\Lambda)=R,\qquad u(r,0)=0 .
\]

Try \(u=R\,\mathrm{erfc}\,z\) with \(z=(r-R)/\sqrt{4\Lambda}\). Since \(d\,\mathrm{erfc}\,z/dz=-2e^{-z^2}/\sqrt\pi\), \(\partial_\Lambda z=-z/(2\Lambda)\) and \(\partial_rz=1/\sqrt{4\Lambda}\), both sides of the equation equal \(R\,z\,e^{-z^2}/(\sqrt\pi\,\Lambda)\). The boundary and initial values also hold, and therefore

\[
Q(r,\Lambda)=\frac Rr\,\mathrm{erfc}\!\left(\frac{r-R}{\sqrt{4\Lambda}}\right)
\quad(r>R),\qquad Q=1\quad(r\le R).
\]

The factor \(R/r\) expresses that a three-dimensional path may miss the vacancy for ever; the error function expresses the limited time. As \(\Lambda\to\infty\), capture tends to \(R/r\), so even unlimited diffusion lets an isolated pair escape with probability \(1-R/r\).

The spatial integral of \(Q\) is an effective recombination volume. Put \(r=R+\ell z\) with \(\ell=2\sqrt\Lambda\):

\[
V=\frac{4\pi R^3}{3}+4\pi R\ell\int_0^\infty(R+\ell z)\,\mathrm{erfc}\,z\,dz .
\]

Writing \(\mathrm{erfc}\,z\) as an integral and exchanging the order of integration gives

\[
\int_0^\infty\!\mathrm{erfc}\,z\,dz=\frac2{\sqrt\pi}\int_0^\infty\! y e^{-y^2}dy=\frac1{\sqrt\pi},
\qquad
\int_0^\infty\! z\,\mathrm{erfc}\,z\,dz=\frac1{\sqrt\pi}\int_0^\infty\! y^2e^{-y^2}dy=\frac14 .
\]

Hence

\[
V=\frac{4\pi R^3}{3}+4\pi R\left(\Lambda+2R\sqrt{\frac\Lambda\pi}\right).
\]

The first term is contact; the second is what diffusion adds.

## Own and foreign partners

Let the vacancy positions be Gaussian with width \(s\) per axis, and let each interstitial be displaced from its own vacancy by a Gaussian vector of width \(a\) per axis. The mean of \(Q\) over own separations is

\[
q=\int_0^\infty Q(r,\Lambda)\,
\frac{4\pi r^2e^{-r^2/2a^2}}{(2\pi a^2)^{3/2}}\,dr .
\]

A foreign separation is the difference of two independent vacancy positions plus one displacement. Its variance per axis is

\[
B^2=s^2+s^2+a^2=2s^2+a^2 .
\]

The foreign average \(c\) is the same integral with \(a\) replaced by \(B\). The width of the cascade enters through \(c\), whereas \(q\) does not contain \(s\).

When \(B\) is large compared with \(R\) and \(\sqrt\Lambda\), the Gaussian is nearly constant where \(Q\) matters, so

\[
c\simeq\frac V{(2\pi B^2)^{3/2}},\qquad
X\equiv(N-1)c\simeq\frac{(N-1)V}{(2\pi B^2)^{3/2}} .
\]

I call \(X\) the foreign exposure. It is the mean number of foreign captures an interstitial would suffer if no partner were ever used up, and it is not a probability. At fixed width it grows with \(N\). If \(N\) and the cascade volume grow together, \(X\) levels off, so at fixed \(\Lambda\) a cascade already much wider than \(a\), \(R\) and \(\sqrt\Lambda\) does not lose a larger fraction of its pairs merely by growing.

The opposite limit, \(\Lambda\to\infty\) with \(R\ll B\), gives

\[
c\to R\left\langle\frac1r\right\rangle
=\frac{4\pi R}{(2\pi B^2)^{3/2}}\int_0^\infty re^{-r^2/2B^2}dr
=\sqrt{\frac2\pi}\,\frac RB .
\]

After short motion the exposure falls as \(B^{-3}\); after unlimited motion it falls only as \(B^{-1}\). Long annealing reaches distant partners that rapid cooling leaves untouched.

## When partners are used up

Each annihilation removes one vacancy and one interstitial, so both species have the same surviving fraction \(f\). Let \(g\) be the probability that both members of an original pair are still present. Follow the process along a path on which \(q\) and \(X\) grow from zero: first the capture radius grows from 0 to \(R\) at \(\Lambda=0\), which is contact, and then \(\Lambda\) grows at fixed \(R\).

An isolated pair survives with probability \(1-q\), so its loss per surviving pair is \(dq/(1-q)\). Foreign capture needs both partners to be present. Treating their survival as independent gives that loss the factor \(f^2\). A surviving particle thus has foreign loss \(f\,dX\), and an original pair can lose either of its two members. In this mean-field closure,

\[
df=-\frac{g\,dq}{1-q}-f^2dX,\qquad
dg=-\frac{g\,dq}{1-q}-2fg\,dX .
\]

Define \(v\) by \(dv=vf\,dX\) and \(v=1\) at the start. Then

\[
d(gv^2)=v^2dg+2gv\,dv=-\frac{gv^2\,dq}{1-q},
\]

because the two foreign terms cancel. Since \(1-q\) obeys the same equation and starts from the same value, \(gv^2=1-q\). Next put \(w=fv\):

\[
dw=v\,df+f\,dv=-\frac{vg\,dq}{1-q}=-\frac{dq}v .
\]

The model is therefore

\[
f=\frac wv,\qquad dv=w\,dX,\qquad dw=-\frac{dq}v,\qquad v=w=1\ \text{initially}.
\]

Without foreign partners \(f=1-q\), which is exact for an isolated pair. Without own-pair recombination \(f=1/(1+X)\). For small losses \(f\simeq1-q-X\), so density lowers survival at leading order. The own-pair loss is \(g\,dq/(1-q)=dq/v^2\), and \(v\ge1\): crowding reduces recombination between original partners, because foreign defects have already removed some of them.

A cascade is denser at its centre than at its edge. At distance \(\rho s\) from the centre the vacancy density is proportional to \(e^{-\rho^2/2}\). Its average over the vacancies themselves is

\[
\int\frac{e^{-\rho^2/2}}{(2\pi)^{3/2}}\,e^{-\rho^2/2}\,d^3\rho
=\frac{\pi^{3/2}}{(2\pi)^{3/2}}=2^{-3/2}.
\]

I therefore replace \(dX\) locally by \(h\,dX\), with \(h=2^{3/2}e^{-\rho^2/2}\), so that the mean of \(h\) is one. The cascade value of \(f\) is the average of \(w/v\) over the Gaussian. This assumes that both species have the same local profile and that recombination is local on the scale \(s\). It is an approximation, and it becomes unreliable when interstitials diffuse across the whole cascade.

## A number for one cascade

Take a model metal with \(T_d=4000\) eV and \(E_d=40\) eV. The count is

\[
N=\frac{0.8\times4000}{2\times40}=40 .
\]

The other parameters are \(R=0.60\) nm, \(a=1.00\) nm, \(s=1.50\) nm, \(s_T=2.00\) nm, \(n_a=85\) atoms/nm³, \(\chi=0.50\) nm²/ps, \(D_0=0.10\) nm²/ps, \(E_m=0.10\) eV and \(T_a=10\) K. The cold surroundings freeze the interstitials after the spike, so the result belongs to cooling and not to a later anneal. The chosen \(\chi\) stands for slow heat conduction by the lattice alone. Conduction electrons make the bulk value of a metal much larger; if they carried the heat away, \(\Lambda\) would shrink in proportion to \(1/\chi\), and fewer pairs would be lost during cooling.

The effective heated volume is \((2\pi\times2^2)^{3/2}=126\) nm³, or about 10,700 atoms. Thus \(k_B\Delta T=4000/(3\times10{,}700)\simeq0.125\) eV, and the initial central temperature is about 1455 K. With \(t_0=2^2/(2\times0.5)=4\) ps, it has fallen to 521 K after 4 ps. The peak lies above the melting point of copper (1358 K) and below that of iron (1811 K), two metals of about this atomic density. It is this low only because \(s_T\) was taken wider than \(s\): with \(s_T=s=1.5\) nm the same energy gives 3435 K, and the core would melt. The example therefore lies at the edge of the solid regime the model assumes. Integrating the diffusivity to 100 ps gives \(\Lambda=0.123\) nm² and a diffusion length \(\sqrt{4\Lambda}=0.702\) nm, comparable with \(R\). At this atomic density a nearest-neighbour jump in an fcc lattice is 0.255 nm, so the mean-square displacement \(6\Lambda=0.74\) nm² amounts to only about 11 jumps. A continuous path can touch the capture sphere where a jumping defect would not, so the Brownian description overstates capture. With discrete jumps the cooling loss of this cascade falls from about 9 to about 7 pairs.

For a pair starting at 1.0 nm,

\[
Q=\frac{0.6}{1.0}\,\mathrm{erfc}\!\left(\frac{0.4}{0.702}\right)\simeq0.25 .
\]

At 0.8 nm the value is 0.52, at 1.5 nm it is 0.028, and at 2.0 nm it is 0.0014. Cooling thus selects nearby pairs. Diffusion raises the recombination volume from 0.90 to 3.63 nm³.

For own partners \(q=0.1585\). For foreign partners \(B^2=2\times1.5^2+1=5.5\) nm², and the volume estimate gives \(c\simeq3.63/(2\pi\times5.5)^{3/2}=0.0179\). The full average is 0.0166, smaller because the Gaussian falls off within the capture range. One foreign vacancy is a minor danger, but there are 39 of them:

\[
X=39\times0.01656=0.646 .
\]

The local model then gives \(f=0.58\), or about **23 surviving pairs out of 40**. Within the model this is a low estimate: if each interstitial moves at its local temperature instead of the central one, about 27 pairs survive. It is not a lower bound for a real metal. Atomistic simulations of cascades of this damage energy in iron, copper, nickel or tungsten leave only about 0.2 to 0.4 of the count, a loss attributed mainly to recombination in a molten, recrystallising core, which this model omits. In the local model the core fares much worse than this average. There \(h=2^{3/2}\) and \(hX=1.83\). Since \(1-q\le w\le1\), \(v\) lies between \(1+0.8415\times1.83=2.54\) and 2.83, and \(w\) cannot exceed \(1-0.1585/2.83=0.944\). The model's central survival therefore lies between \(0.8415/2.83=0.30\) and \(0.944/2.54=0.37\), and its value at the far edge, where \(h\to0\), approaches 0.84. These local values should not be read as the survival of either species by itself. Here \(a\) is not small compared with \(s\), so the interstitials are spread more widely than the vacancies. An interstitial starting at the centre is exposed to more vacancies than the local model assumes, and a vacancy there to fewer interstitials.

## What density does

A Brownian simulation with the same capture rule, but without the mean-field closure, follows every interstitial and lets each defect annihilate once. The table compares the final surviving fractions, with \(R\), \(a\) and \(\Lambda\) held fixed.

| \(N\) | \(s\) (nm) | Model | Simulation |
|---:|---:|---:|---:|
| 40 | 1.5 | 0.582 | 0.587 |
| 40 | 3.0 | 0.776 | 0.778 |
| 40 | 6.0 | 0.832 | 0.828 |
| 10 | 1.5 | 0.753 | 0.751 |
| 1 | 1.5 | 0.842 | 0.836 |

The standard errors of the simulation are between 0.0026 and 0.0042. Spreading the same 40 pairs from \(s=1.5\) to 6 nm raises survival almost to the isolated-pair value. Reducing their number at fixed width also raises it. Since the clock and the own-pair distances are unchanged, the difference comes from access to foreign partners. In a real metal a wider cascade would also have another thermal history, which this comparison deliberately excludes.

The last row needs no closure, yet its two values differ by about two standard errors. More than half of that difference is already present in the contact count, before any motion, where random sampling is its only source.

In the dense simulation, contact removes 7.3 pairs and cooling another 9.3. Thus about 56% of the total loss occurs during cooling when every interstitial is given the central temperature; with local temperatures the cooling loss falls to about 6 pairs, slightly less than half of the total. Of the cooling losses, 75% join foreign partners and 25% join original ones. That is about 2.4 own-pair recombinations, whereas 40 isolated pairs would give \(40\times(0.9484-0.8415)=4.3\) in the same stage. Crowding suppresses own-pair recombination, as the factor \(1/v^2\) requires, but foreign recombination more than replaces it.

The pairs that recombine during cooling began on average 0.90 nm apart, while the mean over all unlike pairs was 3.66 nm. "Nearby pairs" is therefore the right description, provided that a pair means any vacancy and interstitial within reach, not only the two created together.

## How far the answer reaches

The capture probability was also tested against a finite-difference solution in physical time with the changing diffusivity; the largest absolute difference was about \(10^{-5}\). For the many-pair cases, the test required model and simulation to agree within 0.05 in surviving fraction, and the final values in the table agree more closely than that. These tests support the mathematics of the model. They do not establish that a particular metal has these values of \(R\), \(a\), \(s\) or \(D_0\).

The result is sensitive to those inputs in a traceable way. A larger \(R\) increases contact recombination and the total loss, but the part lost during cooling can fall, because contact has already removed many nearby partners. A smaller \(E_m\) or slower cooling increases \(\Lambda\). A larger \(a\) separates original partners, but also widens the cloud of interstitials. If the core melts, as it commonly does in metals at cascade energies of several keV, its displaced atoms are not yet a fixed population of point defects, and recrystallisation must be treated by atomic dynamics. If interstitials cluster, their mobility and capture radius change, and the surviving number no longer describes the damage by itself.

Within this model of point defects in a solid, two kinds of recombination reduce the displacement count: \(q\) measures the danger from a defect's own partner, and \(X\) the danger from its neighbours. The second is what makes a dense cascade different from the same number of isolated pairs. The numerical output below gives the values to more digits.

## Computed values

```
damage energy: 4000 eV
displacement threshold: 40 eV
initial displacement count: 40 pairs
recombination radius R: 0.60 nm
own displacement width a: 1.00 nm per axis
vacancy-cloud width s: 1.50 nm per axis
initial heat width: 2.00 nm per axis
atomic density: 85 atoms/nm^3
thermal diffusivity: 0.50 nm^2/ps
ambient temperature: 10 K
diffusion prefactor D0: 0.10 nm^2/ps
migration energy: 0.10 eV
initial central temperature: 1454.7 K
cooling time t0: 4.00 ps
central temperature at t0: 520.8 K
end of cooling integral: 100 ps
diffusion clock L: 0.12333 nm^2
diffusion length sqrt(4L): 0.7024 nm
pair capture, start r=0.8 nm: 0.5154
pair capture, start r=1.0 nm: 0.2523
pair capture, start r=1.5 nm: 0.0280
pair capture, start r=2.0 nm: 0.0014
contact volume: 0.9048 nm^3
total recombination volume V: 3.6273 nm^3
largest capture error against PDE: 9.58e-06
own capture average q: 0.1585
foreign capture average c: 0.01656
foreign exposure X: 0.6460
N=40, s=1.5 nm: contact f model=0.8248, Brownian=0.8181
N=40, s=1.5 nm: final f model=0.5824, Brownian=0.5866 +/- 0.0037
N=40, s=3.0 nm: contact f model=0.9251, Brownian=0.9289
N=40, s=3.0 nm: final f model=0.7758, Brownian=0.7784 +/- 0.0039
N=40, s=6.0 nm: contact f model=0.9452, Brownian=0.9472
N=40, s=6.0 nm: final f model=0.8317, Brownian=0.8282 +/- 0.0034
N=10, s=1.5 nm: contact f model=0.9150, Brownian=0.9171
N=10, s=1.5 nm: final f model=0.7533, Brownian=0.7512 +/- 0.0042
N=1, s=1.5 nm: contact f model=0.9484, Brownian=0.9453
N=1, s=1.5 nm: final f model=0.8415, Brownian=0.8358 +/- 0.0026
dense survivors, model: 23.30 pairs
dense survivors, Brownian: 23.46 pairs
dense contact loss, Brownian: 7.28 pairs
dense cooling loss, Brownian: 9.26 pairs
own-partner share of dense cooling loss: 0.2544
foreign share of dense cooling loss: 0.7456
mean start distance of cooling losses: 0.896 nm
mean start distance of all unlike pairs: 3.663 nm
```
